# Choosing the smoothing weight when inverting oxide annealing data for trapped-hole energies

## The setting and the rule

When a smooth nonnegative distribution is recovered from blurred, noisy data by penalising roughness, a smoothing weight $\lambda$ must be chosen. Electronic-structure codes meet the same kind of choice when they recover a nonnegative spectral function from imaginary-time data. Here the unknown is the energy distribution $g(E)\ge 0$ of holes trapped in an irradiated gate oxide, and the data are voltages read between annealing steps. The estimate minimises

$$F(g)=\chi^2(g)+\lambda\int (g'')^2\,dE,\qquad g\ge 0. \tag{1}$$

The analysis gives two rules.

1. Take the largest $\lambda$ for which $\chi^2$ exceeds its smallest attainable value by no more than a calibrated allowance. The allowance is the mean excess that the true distribution itself would show, simulated from a pilot fit.
2. Do not accept a valley in the estimate as proof of two peaks. Ask whether every single-peaked distribution misfits the data.

In the example below (3 V shift, 10 mV noise, peaks 0.03 eV wide in standard deviation), two peaks 0.16 eV apart are resolved and two peaks 0.12 eV apart are not reliably resolved.

## From trapped holes to voltages

Let $N$ holes per area sit at distance $x$ from the silicon in an oxide of thickness $t_{\rm ox}$ and permittivity $\varepsilon$. The magnitude of the midgap voltage shift is $V=qN(t_{\rm ox}-x)/\varepsilon$, because the gate must cancel the field of the sheet across the distance $t_{\rm ox}-x$. Midgap is used on the assumption that interface traps are neutral there. If depth and energy are uncorrelated, each energy interval contributes in proportion to its holes, and $g(E)$, in V/eV, is that contribution.

The energy $E$ is measured from the oxide valence band. In equilibrium, capture balances emission: $\sigma_c v\,p_v(1-f)=e f$, with capture cross-section $\sigma_c$, thermal speed $v$, free-hole density $p_v=N_v e^{-(E_F-E_v)/kT}$ and hole occupation $f$. With unit degeneracy, $(1-f)/f=e^{(E_F-E_t)/kT}$ for a trap level $E_t=E_v+E$. The Fermi energy $E_F$ cancels, leaving $e=\sigma_c vN_v e^{-E/kT}$. Since $v\propto T^{1/2}$ and $N_v\propto T^{3/2}$, a constant $\sigma_c$ gives

$$e(T,E)=A\,T^2e^{-E/kT}. \tag{2}$$

Assume one known $A$ for all traps and no retrapping. The surviving fraction $p$ obeys $dp/dt=-e\,p$. During step $j$, at fixed $T_j$ for a time $\Delta t$, it is multiplied by $\exp[-e(T_j,E)\Delta t]$. Multiplying the factors adds the exponents:

$$V_n=\int K_n g\,dE,\quad K_n=e^{-S_n},\quad S_n=\sum_{j\le n}AT_j^2\Delta t\,e^{-E/kT_j}. \tag{3}$$

The reading before annealing has $K_0=1$.

## Why smoothing is needed

Each kernel is a soft step: shallow traps are empty, deep ones full. Define its edge $E_n$ by $S_n(E_n)=1$. Let $s_j$ be the share of step $j$ in $S_n$ at the edge. Then

$$\frac{d\ln S_n}{dE}\Big|_{E_n}=-\sum_j\frac{s_j}{kT_j}\equiv-\frac1w .$$

The second derivative is the variance of $1/kT_j$ with weights $s_j$. It is small when only a few neighbouring steps matter. To first order, $S_n\approx e^{-u}$ with $u=(E-E_n)/w$, so

$$K_n\approx\exp(-e^{-u}),\qquad \frac{dK_n}{dE}\approx\frac1w e^{-u}\exp(-e^{-u}). \tag{4}$$

With $y=e^{-u}$ the slope is proportional to $ye^{-y}$, whose maximum $1/e$ lies at $y=1$. Half the maximum is reached at $y=0.232$ and $y=2.678$, so the full width is $w\ln(2.678/0.232)=2.446\,w$.

If $w$ varies slowly, differentiating (3) with respect to the edge position gives $-dV/dE_n=\int (dK_n/dE)\,g\,dE$. The measured slope is $g$ blurred by (4). To see what the blur does to a ripple of angular frequency $\omega$ in energy, substitute $y$ again:

$$\int\frac{dK_n}{dE}e^{i\omega(E-E_n)}dE=\int_0^\infty e^{-y}y^{-i\omega w}dy=\Gamma(1-i\omega w).$$

From $\Gamma(1+ia)=ia\,\Gamma(ia)$ and $\Gamma(ia)\Gamma(1-ia)=\pi/\sin(i\pi a)$ follows

$$|\Gamma(1-i\omega w)|=\left[\frac{\pi\omega w}{\sinh(\pi\omega w)}\right]^{1/2}\to\sqrt{2\pi\omega w}\;e^{-\pi\omega w/2}\quad(\omega w\gg1). \tag{5}$$

Undoing the blur turns a voltage ripple of amplitude $a$ into a ripple $a\omega/|\Gamma|$ in $g$. This grows exponentially with $\omega$, which is why direct inversion fails.

Longer steps help little. For a single step the edge obeys $E/kT=\ln(AT^2\Delta t)$, so the blur relative to the energy shrinks only logarithmically with time.

## What the smoothing weight does

On energy nodes of spacing $h$, put $\tilde K_{ni}=hK_n(E_i)/\sigma$ and $y_n=V_n/\sigma$, where $\sigma$ is the noise of one reading. Then $\chi^2=|\tilde Kg-y|^2$. The roughness $R=|Bg|^2$ uses second differences,

$$R=h\sum_i\left(\frac{g_{i+1}-2g_i+g_{i-1}}{h^2}\right)^2,$$

with $g=0$ outside the grid. Stacking $M=(\tilde K;\sqrt\lambda B)$ and $b=(y;0)$ turns (1) into $\min|Mg-b|^2$ with $g\ge0$, a standard nonnegative least-squares problem.

**Optimality.** Let $G=M^T(Mg-b)$. Suppose $G_i\ge0$ everywhere and $G_i=0$ where $g_i>0$. For any other $g'\ge0$,

$$F(g')-F(g)=2(g'-g)\cdot G+|M(g'-g)|^2\ge0,$$

because $g\cdot G=0$ and $g'\cdot G\ge0$. The conditions therefore suffice. For $\lambda>0$ the minimum is unique: $B\delta=0$ with zeros outside the grid forces $\delta=0$.

**Monotony.** Let $\lambda_1<\lambda_2$ have minimisers with misfits $\chi_1^2,\chi_2^2$ and roughnesses $R_1,R_2$. Each is best for its own weight:

$$\chi_1^2+\lambda_1R_1\le\chi_2^2+\lambda_1R_2,\qquad \chi_2^2+\lambda_2R_2\le\chi_1^2+\lambda_2R_1 .$$

Adding them gives $(\lambda_2-\lambda_1)(R_2-R_1)\le0$, so $R_2\le R_1$. The first inequality then gives $\chi_1^2\le\chi_2^2$. Misfit cannot fall as $\lambda$ grows, so bisection finds the largest permitted weight. The same argument shows that no distribution with an equal or smaller misfit is smoother than the minimiser.

The limits are instructive. As $\lambda\to0$ the fit follows the noise as far as positivity allows. As $\lambda\to\infty$ it tends to $g=0$, since no nonzero distribution on this grid has zero roughness.

## How large the allowance should be

Let $v$ be the noise-free weighted data, $z$ independent unit noise, and $p$ the best nonnegative fit to $v+z$ without smoothing. The truth has misfit $|z|^2$ and the free fit $|z-(p-v)|^2$. The excess of the truth is

$$X=|z|^2-|z-(p-v)|^2=2z\cdot(p-v)-|p-v|^2. \tag{6}$$

All fits with $g\ge0$ form a convex cone, and $p$ is the projection of $v+z$ on it. Hence $(v+z-p)\cdot(c-p)\le0$ for every $c$ in the cone. Taking $c=v$ gives $|p-v|^2\le z\cdot(p-v)$, so $X\ge z\cdot(p-v)$.

The mean of this lower bound can be counted. Gaussian integration by parts gives $\langle z_np_n\rangle=\langle\partial p_n/\partial z_n\rangle$. While the set of nonzero nodes stays fixed and their kernel columns are independent, $p$ is a linear projection on those columns, and the sum of its derivatives is their number. The fit is continuous where the set changes, so no extra term arises. Since $\langle z\cdot v\rangle=0$,

$$\langle X\rangle\ge\langle z\cdot(p-v)\rangle=\langle\text{number of nonzero nodes}\rangle. \tag{7}$$

An allowance well below $\langle X\rangle$ would usually reject the truth itself and let the estimate follow noise. In practice $v$ is unknown. One makes a pilot fit with a provisional allowance, adds fresh noise to its fitted voltages many times, and averages $X$.

## When two peaks are really resolved

Fix the position $m$ of the maximum. Distributions that rise up to $m$ and fall beyond it form a convex cone, and so do their data. Project noise-free two-peak data $v$ on that cone and call the residual $r_m$. Projection implies $r_m\cdot c\le0$ for every member $c$ and $r_m\cdot v=|r_m|^2$. For measured data $y$, define

$$t_m=\frac{r_m\cdot y}{|r_m|},\qquad D=\min_m|r_m|. \tag{8}$$

This $t_m$ has unit variance. Its mean is $|r_m|\ge D$ for the two-peak truth and at most zero for any truth in cone $m$.

Declare two peaks when $t_m>2$ for every position $m$. A single-peaked truth belongs to some cone, so its false-alarm probability is at most $1-\Phi(2)=2.3\,\%$, with $\Phi$ the normal distribution function. The detection probability is at most $\Phi(D-2)$, set by the nearest cone. The directions $r_m$ use the true shape, so this is a favourable case. At fixed shift and steps, $D\propto1/\sigma$.

For a real record, whose true shape is unknown, a cruder argument suffices. If some single-peaked distribution were true, the best single-peaked fit would have $\chi^2\le|z|^2$. For $M$ readings $|z|^2$ has mean $M$ and standard deviation $\sqrt{2M}$. A best single-peaked fit far above that range rules out one peak, within the emission model. The inequality needs the truth to be representable on the energy grid. A sharp level lying between nodes is not: in the example below, a single 3 V level midway between 0.020 eV nodes at 1.27 eV leaves a noise-free misfit of about 19, and its noisy fits average near 50. A modest excess should therefore be rechecked on a finer grid.

## Worked example

The oxide is 50 nm thick and the initial shift is 3.0 V. Steps of 600 s run from 310 to 600 K every 10 K, giving 31 readings with 10 mV noise. The prefactor is $A=10^8\ \mathrm{s^{-1}K^{-2}}$. The synthetic truth has two Gaussians of standard deviation 0.03 eV at 1.27 and 1.57 eV, holding 60 % and 40 % of the shift. The data are computed on a much finer energy grid than the 0.020 eV spacing of the inversion.

**Blur.** After the 440 K step, $kT=37.9$ meV and $w=37.4$ meV, so the expected width is $2.446\times37.4=91$ meV; the actual kernel gives 91.5 meV. The edge lies at 1.421 eV, against 1.403 eV if only the last step counted. The share of the last step is thus $\exp[-(1421.3-1402.6)/37.92]=0.61$, and the earlier steps cannot be dropped.

The blur passes 0.651 of a ripple of period 0.30 eV but only 0.096 at 0.10 eV. A 10 mV voltage ripple of the longer period becomes $0.010\times(2\pi/0.30)/0.651=0.32$ V/eV in $g$. At the shorter period it becomes $0.010\times(2\pi/0.10)/0.096=6.5$ V/eV. Without positivity or smoothing, 31 readings do not fix 56 nodes uniquely; for the record inverted here, the least-squares solution of smallest norm reaches values as low as $-34$ V/eV, and this value changes strongly with the noise.

**Allowance.** Over 300 noise draws the free fits absorb 12.1 units of noise, $z\cdot(p-v)$, and have 12.3 nonzero nodes on average, as (7) requires within sampling error. The mean excess of the truth is 13.1, above this bound. The pilot gives 14.3, which is 9 % above this simulated mean. For the record inverted here the smallest $\chi^2$ is 10.6 and the chosen one 24.2, at $\lambda=1.5\times10^{-6}\ \mathrm{eV^5/V^2}$.

**Recovery.** The centres are found at 1.271 and 1.570 eV, the areas at 1.82 and 1.19 V against 1.80 and 1.20 V. Smoothing lowers the tops: at 1.26 eV the estimate is 21.0 instead of 22.6 V/eV, and at 1.58 eV 13.5 instead of 15.1 V/eV. Centres and areas are thus more trustworthy here than heights and widths. The best single-peaked fit lies 2380 above the smallest $\chi^2$, while $|z|^2$ should be near $31\pm8$. One peak is excluded.

**Resolution.** With total shift, peak widths, noise and allowance held fixed, the separation was varied. A valley counts as visible when it lies below 80 % of the lower maximum and that maximum is at least 10 % of the higher one.

| Separation (eV) | $D$ | Noise for $D=3$ (mV) | Valley seen | Detection rate |
|---|---|---|---|---|
| 0.12 | 1.8 | 6.0 | 9/16 | 0.40 |
| 0.16 | 9.2 | 31 | 16/16 | 1.00 |
| 0.20 | 19.7 | 66 | 16/16 | 1.00 |
| 0.30 | 48.2 | 161 | 16/16 | 1.00 |

The distances refer to single-peaked distributions on the 0.020 eV nodes. Letting the maximum lie between nodes admits more shapes and lowers $D$ at 0.12 eV by about 6 %, to 1.7. The values at 0.16 and 0.20 eV change by less than 1 %. With the tabulated value at 0.12 eV the detection bound is $\Phi(1.80-2)=0.42$, and 4000 draws give 0.40. Reaching $D=3$ needs the noise reduced from 10 to $10\times1.80/3=6.0$ mV. For the nearest single-peaked truths of the sweep, false-alarm rates lie between 2.0 and 2.4 %; the upper value exceeds 2.3 % by less than the sampling error. These rates hold for single-peaked distributions on the 0.020 eV nodes, the only positions $m$ tested here. A single peak lying between nodes can exceed the 2.3 % limit, so a test on real data needs more closely spaced positions.

The nearest single-peaked truth at 0.12 eV also produces a visible valley, in 2 of 16 draws. Counts from 16 draws are rough: the 9/16 in the table carries a sampling error of about $\pm2$. No criterion can separate these two truths well. Their data are Gaussian clouds a distance $D$ apart, and the event that best distinguishes them is the half-space bounded midway. The probabilities of any event therefore differ by at most $\Phi(D/2)-\Phi(-D/2)=0.63$.

**Use of the result.** By thermal emission alone, the true distribution would leave 1.193 V after ten years at 330 K, and the recovered one predicts 1.184 V. The dividing energy is about $kT\ln(AT^2t)=1.41$ eV, which falls in the empty valley. The prediction would be more sensitive to smoothing if the dividing energy fell on the flank of a peak, where the broadened estimate errs by about 20 mV on average for the lower peak. At the centre of a peak the errors from the two flanks largely cancel. Tunnelling would lower the voltage further: in the layer model of the next section, the front reaches 3.88 nm in ten years and removes about a fifth of the charge, or between 12 and 32 % for the other barriers and masses considered there.

## What smoothing cannot repair

**Prefactor.** Equation (2) is unchanged at a given temperature if $A\to10A$ and $E\to E+kT\ln10$. The peaks empty near 396 and 483 K, so shifts of 79 and 96 meV are expected. Inverting the same record with the wrong $A$ gives 77 and 94 meV. The scatter of the centres from noise is below 1 meV, so the absolute energies are limited by $A$. A thermometer error of 2 K adds about 7 meV.

**Tunnelling.** Electrons from silicon also neutralise holes. With decay constant $\kappa$ and attempt time $\tau$, the depth reached at time $t$ follows from $e^{-2\kappa x}t/\tau=1$, so $x=\ln(t/\tau)/2\kappa$. For a rough barrier of 3.1 eV, mass $0.5\,m_e$ and $\tau=10^{-13}$ s, it advances from 2.85 nm at the first reading, taken at $t=600$ s, to 3.12 nm at the last, at $t=18\,600$ s. Assume that the holes left at the first reading uniformly fill a layer 5 nm thick that begins at 2.85 nm. The advance then removes $0.27/5=5.4\,\%$ of the charge. This barrier and mass are illustrative and are not tied to the traps of the example, which lie only 1.27 and 1.57 eV above the oxide valence band. With those energies as the barrier and the layer again starting at the first front, the loss is about 8 % for a mass of $0.5\,m_e$ and about 3 % for $3\,m_e$, the mass inferred below under retrapping. The inversion reads the loss as thermal emission: in the record inverted here, the area below 1.15 eV rises from 18 to 104 mV, although the truth has practically nothing there, and the centres move by less than 1 meV. A weak shallow shoulder should therefore be compared with a record taken at constant low temperature before it is called a trap level.

**Field.** With gate and silicon at equal potential, and neglecting the silicon's own potential drop, the field between the sheet and the silicon is $V/t_{\rm ox}=0.60$ MV/cm, far below a rough breakdown field of 10 MV/cm. A centre that attracts the hole after emptying is negative when empty and neutral when it holds one hole, so it cannot supply the positive charge measured here. If such centres were also present, the field would lower their barrier. The energy $-q^2/4\pi\varepsilon r-qFr$ has its maximum at $r^2=q/4\pi\varepsilon F$, where it equals $-q\sqrt{qF/\pi\varepsilon}$, or $-0.30$ eV here with the static permittivity. This would change as the charge anneals, and no fixed $E$ would describe such a trap. A centre that is neutral when empty and positive when filled, as assumed for the trapped holes here, has no such Coulomb term.

**Retrapping.** If a leaving hole meets $10^{13}\ \mathrm{cm^{-2}}$ empty traps of cross-section $10^{-14}\ \mathrm{cm^2}$, both rough values, net emission slows by a factor of about $1+0.1$. The apparent energy rises by $kT\ln1.1=4$ meV at the upper peak. The cross-section is not independent of $A$: by the balance that led to (2), $A=10^8\ \mathrm{s^{-1}K^{-2}}$ and $10^{-14}\ \mathrm{cm^2}$ together imply a hole mass of about $3\,m_e$. A lighter hole would mean a larger cross-section and a larger shift.

## Beside a real oxide

The thickness and shift lie in the rough range of irradiated power MOS devices. The narrow, well-separated peaks were chosen to test resolution and are not a claim about thermal SiO$_2$. The 3 V shift corresponds to $1.29\times10^{12}$ holes/cm$^2$ if they sit at the silicon interface. With the layer assumed for tunnelling, the mean depth is $(2.85+2.5)/50=10.7\,\%$ of the thickness, which raises the number to $1.29/0.893=1.45\times10^{12}\ \mathrm{cm^{-2}}$. Real oxides can break the assumption of purely thermal hole emission. Tunnelling then adds the false shallow area found above, and thermally activated electron capture can lower $V$ in the same way as hole emission. A single annealing record cannot tell the latter two apart, so the energy axis has the meaning given here only if emission to the valence band is established separately.

The remaining values are in the numerical output below.

## Numbers as computed

```
oxide 50 nm: C = 69.1 nF/cm2; N if at interface = 1.293e+12 cm^-2
inputs: A = 1e+08 /(s K2), step 600 s, noise 10 mV, V = 3.0 V
readings 31, energy nodes 56, node spacing 0.020 eV
edge energy after 310 K, 600 K: 0.969, 1.980 eV
survival at 1.40 eV after 440 K: ODE 0.170990, kernel 0.170990
440 K edge: with history 1.4213 eV, last step only 1.4026 eV
440 K: kT 37.92 meV, w 37.37 meV, blur FWHM 91.5 meV
largest error of Gumbel edge: 0.00012
transfer at periods 0.30, 0.20, 0.10 eV: 0.6508, 0.4297, 0.0962
T (K), noisy V (V), fitted V (V); first row is before annealing
  start  3.007  3.011
  350  2.984  2.981
  400  1.691  1.700
  450  1.114  1.114
  500  0.083  0.081
  550  0.007  0.000
  600  0.002  0.000
lambda 1.54e-06 eV^5/V^2; chi2 minimum 10.60, chosen 24.17
chi2 allowance from pilot 14.29; mean excess of true distribution 13.09
free fits, 300 draws: noise absorbed 12.14, nonzero nodes 12.28
E (eV), true g (V/eV), recovered g (V/eV)
  1.14  0.00  0.00
  1.18  0.27  0.00
  1.22  5.97  6.56
  1.26  22.64  21.01
  1.30  14.52  16.11
  1.34  1.57  1.28
  1.38  0.03  0.00
  1.42  0.00  0.00
  1.46  0.02  0.00
  1.50  1.05  0.97
  1.54  9.68  10.13
  1.58  15.10  13.54
  1.62  3.98  5.09
  1.66  0.18  0.00
  1.70  0.00  0.00
centres: true 1.270, 1.570; found 1.271, 1.570 eV
areas: true 1.80, 1.20; found 1.820, 1.191 V
scatter of centres over draws with a valley: 0.6, 0.9 meV
best single-peaked fit: chi2 above minimum by 2379.9
direct least squares: lowest g -34.3 V/eV
separation (eV), D, noise for D=3 (mV), valley seen, detection rate, false-alarm rate
  0.12  1.80  6.00  9/16  0.3980  0.0200
  0.16  9.17  30.58  16/16  1.0000  0.0213
  0.20  19.67  65.58  16/16  1.0000  0.0205
  0.25  34.29  114.31  16/16  1.0000  0.0240
  0.30  48.24  160.82  16/16  1.0000  0.0198
nearest single-peaked truth at 0.12 eV: valley seen 2/16; rates may differ by at most 0.632
D at 0.20 eV on half the node spacing: 19.76
broad single peak (sd 0.102 eV): valley seen 0/16, false-alarm rate 0.0000
left after 10 years at 330 K: true 1.193, predicted 1.184 V
peak emptying temperatures: 396, 483 K
A ten times too large: centres move 77, 94 meV; kT ln10 = 79, 96 meV
tunnel front: 2.85 to 3.12 nm; charge fraction lost 0.054
false traps below 1.15 eV: 18 mV without, 104 mV with tunnelling
tunnelling moves centres by -0.4, -0.3 meV
2 K thermometer error: 6.9, 6.9 meV; retrapping 4.0 meV
centroid depth/thickness 0.107; field 0.60 MV/cm (rough breakdown 10)
Poole-Frenkel lowering if emptied centre attracts the hole: 0.298 eV
```
